Lead Self-Energies from Bloch Modes and the Caroli Trace Formula

**What symmetry fixes**

A lead is a half-infinite stack of identical layers, each with N orbitals. Let c_j be the amplitudes in layer j. At a real energy E they obey

A c_j = B c_{j+1} + B† c_{j−1}.  (1)

For an orthogonal Hamiltonian, A = E − h, with h the layer Hamiltonian and B the hopping from layer j+1 into layer j. Layers are chosen thick enough that only neighbours couple.

Remove the first layer of a half-infinite lead and the same lead remains. If waves only leave towards the right, the rule that carries the amplitudes one layer outward must therefore be the same everywhere:

c_{j+1} = F c_j.  (2)

The last device layer, called 0 for the moment, feels the lead through B c_1 = BF c_0. So the self-energy has the form

Σ_R = BF.  (3)

F is dimensionless and Σ_R has the units of B. Inserting (2) in (1) gives AF = BF² + B†. This quadratic equation can have several solutions, and then causality must choose among them.

**One orbital per layer**

Take A = E and B = b > 0. Then F is a number λ, with

E = b(λ + 1/λ).

The product of the two roots is 1. For |E| > 2b they are real and the outgoing root is the one with |λ| < 1. For |E| < 2b both have modulus 1, and decay cannot decide.

Write λ = e^{ik}, so E = 2b cos k and dE/dk = −2b sin k. Away from a band edge, adding a small iη to E, with η > 0, changes k by iη/(dE/dk) to first order in η, hence

|λ| ≈ exp[−η/(dE/dk)].

The retarded solution must decay outward, which requires dE/dk > 0. Here that means k = −θ, with θ = arccos(E/2b) between 0 and π. Thus

Σ = b e^{−iθ} = E/2 − i√(b² − E²/4),
Γ = i(Σ − Σ*) = 2b sin θ = dE/dk.

The broadening Γ is the velocity in energy units.

Now let the device be a single site 0 with level ε between two such leads. Send in a wave of unit amplitude:

c_{−1} = λ⁻¹ + rλ, c_0 = 1 + r = τ, c_1 = τλ.

The equation at site 0 is (E − ε)τ = b(c_{−1} + c_1). With r = τ − 1,

τ(E − ε − 2bλ) = b(λ⁻¹ − λ) = 2ib sin θ = iΓ.

Since E − 2bλ = 2ib sin θ = iΓ, we get τ = iΓ/(iΓ − ε) and

T = |τ|² = Γ²/(Γ² + ε²).

The Green function is G = 1/(E − ε − 2Σ) = 1/(iΓ − ε), so ΓGΓG* is the same number. For ε = 0 the chain is perfect and T = 1. For fixed ε ≠ 0, T vanishes at a band edge, where Γ → 0. Notice that the incoming wave acts as a source iΓ; this will survive in general.

**A singular hopping by hand**

Let each layer hold orbitals a and b. The only bond, of strength t, joins b in one layer to a in the next:

A = E·1, B = [[0, 0], [t, 0]], B† = [[0, t], [0, 0]].

B has no inverse, so (1) cannot be solved for c_{j+1}. The physics is still simple. From E a_1 = t b_0 we get a_1 = (t/E)b_0. The next pair obeys E b_1 = t a_2 and E a_2 = t b_1, so b_1 = 0 unless E² = t². Therefore

F = [[0, t/E], [0, 0]], F² = 0, Σ_R = BF = [[0, 0], [0, t²/E]].

F has the double eigenvalue 0 but one eigenvector, (1, 0). This is a Jordan chain: a disturbance enters one layer and then stops. Eigenvectors alone cannot build F. The cases E = 0 and E = ±t are excluded: the first is a level of the orbital a left dangling when the lead is cut, the second are flat bands.

**The general lead**

In muffin-tin orbital theory the amplitudes satisfy (P(E) − S)c = 0. The diagonal potential function P describes the scatterers, and the screened structure matrix S connects them. Equation (1) holds with A = P − S_00 and B = S_01. I use

P = (E − C)/[Δ + γ(E − C)], dP/dE = Δ/[Δ + γ(E − C)]² > 0,

for each orbital with Δ > 0, away from poles of P. Here γ must belong to the same representation as S: for a structure matrix screened with constant α, it is the canonical γ minus α. Write Ȧ = dA/dE, which is positive definite; for an orthogonal Hamiltonian Ȧ = 1. This is a coherent one-electron description, without inelastic scattering.

A Bloch solution c_j = λ^j u obeys

(A − λB − λ⁻¹B†)u = 0.  (4)

To avoid B⁻¹, put x_j = (c_j, c_{j−1}) and write (1) as

K x_j = M x_{j+1}, K = [[A, −B†], [1, 0]], M = [[B, 0], [0, 1]].  (5)

Then Kx = λMx is a generalized eigenproblem with 2N roots, counting zero and infinity. I assume that E is not a flat band, since then the determinant vanishes for every λ.

*Counting.* Replace A by A + isȦ with s > 0. On |λ| = 1 the matrix λB + λ⁻¹B† is Hermitian. Multiplying (4) by u† and taking the imaginary part would give s u†Ȧu = 0, which is impossible, so no root lies on the circle. For large s, det[λ(A + isȦ) − λ²B − B†] divided by (is)^N tends uniformly on the circle to λ^N det Ȧ. By Rouché's theorem N roots lie inside. As s decreases to 0⁺ none can cross, so N roots are outgoing.

*Velocity.* For |λ| = 1 set λ = e^{ik}, where k is the phase per layer. Multiply (4) by u† and differentiate along the band. Terms with du/dk vanish because the matrix in (4) is Hermitian and annihilates u. What remains is

u†Ȧu dE/dk = i(λu†Bu − λ*u†B†u) = −2 Im(λu†Bu).

Normalise u†Ȧu = 1 and let d be the layer spacing. Then

w = dE/dk = ħv/d = −2 Im(λu†Bu).  (6)

As in the chain, E + iη gives |λ| → e^{−η/w}. Modes with w > 0 join the decaying set of the right lead.

If several modes share one λ, collect a basis X of the null space of (4) and solve

X†i(λB − λ*B†)X a = w X†ȦX a.

This is degenerate perturbation theory for the same shift of k, and it separates opposite velocities at equal λ. A zero w marks a stationary point of a band, such as a band edge; such energies are excluded.

**Building F without missing solutions**

An ordered QZ factorisation gives K = Q S_K Z† and M = Q S_M Z†, with Q and Z unitary, S_K and S_M upper triangular, and the roots |λ| < 1 first. Let Z_d be the leading columns of Z. With T_d = (S_M,11)⁻¹S_K,11 they satisfy

K Z_d = M Z_d T_d.

The inverse exists because no infinite root was selected. Thus Z_d T_d^j a is a decaying solution for every a, Jordan chains included. Append a column (λu, u) for each propagating mode with w > 0. Call the upper and lower halves of the resulting N columns Z₁ and Z₂; they hold c_j and c_{j−1}, so

F = Z₁Z₂⁻¹, Σ_R = BF.  (7)

When can Z₂ fail to be invertible? Current conservation answers this. For two solutions c and c′ at the same real E define

J_j[c, c′] = i(c_j†B c′_{j+1} − c_{j+1}†B†c′_j).  (8)

Form c_j†(Ac′_j) − (Ac_j)†c′_j = 0 and insert (1) in both terms:

c_j†Bc′_{j+1} + c_j†B†c′_{j−1} − c_{j+1}†B†c′_j − c_{j−1}†Bc′_j = 0.

This is J_j = J_{j−1}. For two Bloch modes J_j varies as (λ*λ′)^j, so for propagating modes it vanishes unless λ = λ′; there the diagonalisation above removes cross terms. If one solution decays to the right and the other stays bounded there, J tends to zero as j → ∞, and so is zero throughout. For a propagating mode with itself, J = w by (6).

Suppose Z₂a = 0 with a ≠ 0. This is an outgoing solution with c_0 = 0 and c_1 ≠ 0. Its current is zero but also equals a sum of positive w times squared amplitudes. It has no propagating part, so it is a bound state of the cut lead. Conversely, a bound state, counted from its first non-zero layer, makes Z₂ singular. I exclude such energies: there the surface Green function has a pole.

The dimer chain with bonds t_in inside a layer and t_out between layers shows both cases at E = 0. With t_in/t_out = 1/2 there is an end state, and the smallest singular value of Z₂ is zero. With the bonds exchanged it is 0.894.

From AF = BF² + B† follows (A − BF)F = B†. A null vector of A − BF would again start an outgoing solution behind a wall, hence a bound state, so the inverse exists:

g_R = (A − Σ_R)⁻¹, F = g_R B†, Σ_R = B g_R B†.

For s > 0 the decaying solution defines the Green function of the cut lead. Its N-dimensional solution space passes continuously into ours as s → 0⁺, so g_R is the retarded one. The left lead follows by exchanging B and B†: c_{−1} = F_L c_0 for left-going solutions and Σ_L = B†F_L.

**From matching to the trace**

Let the device begin at layer 0. Its end layers may be perturbed, but it joins each lead through that lead's own hopping; the two leads may differ. Let K_D be the device block of P − S, or of E − H. Send in mode n from the left, with w_n > 0:

c_0 = u_n + c_0^−, c_{−1} = λ_n⁻¹u_n + F_L(c_0 − u_n).

The term B†F_Lc_0 is the self-energy. The rest is a source in layer 0:

(K_D − Σ_L − Σ_R)c = q_n, q_n = B†(λ_n⁻¹ − F_L)u_n.  (9)

Let y be any vector and continue it into the left lead as a left-going solution, with amplitude F_Ly in layer −1. Its cross-current with the incoming mode is zero, by the argument after (8) with j → −∞ for its decaying part:

i(y†F_L†B u_n − y†B†λ_n⁻¹u_n) = 0.

Since y is arbitrary and F_L†B = Σ_L†, we have B†λ_n⁻¹u_n = Σ_L†u_n. With Γ = i(Σ − Σ†) for each lead,

q_n = (Σ_L† − Σ_L)u_n = iΓ_L u_n.  (10)

Next, evaluate (8) for outgoing solutions. On the right it gives c†Γ_Rc′. On the left it gives −c†Γ_Lc′, because the current runs to the left. Hence each Γ is non-negative, its rank is the number of propagating outgoing modes, and

u_m†Γ_R u_n = w_n δ_mn  (right-going modes of the right lead).  (11)

For the incoming modes, subtract from mode n the left-going solution that equals u_n in layer 0. The difference vanishes there, as at a hard wall, so its currents vanish. Cross terms are zero, leaving w_nδ_mn − u_m†Γ_Lu_n = 0, or

u_m†Γ_L u_n = w_n δ_mn  (incoming modes of the left lead).  (12)

There are as many incoming as left-going propagating modes. Each class has N members in total, and the adjoint of (4) pairs each λ with 1/λ*, so the decaying numbers agree. By (12) the vectors Γ_L^{1/2}u_n/√w_n are orthonormal, and they fill the range of Γ_L. Their projectors sum to the projector on that range, so

Σ_n q_nq_n†/w_n = Γ_L(Σ_n u_nu_n†/w_n)Γ_L = Γ_L.  (13)

Let G be the block of (K_D − Σ_L − Σ_R)⁻¹ from the first to the last device layer. The inverse fails to exist at a bound state of the whole system, which can lie inside a lead band if it does not couple to the open channels; such energies are excluded too. The transmitted amplitudes τ_mn are the coefficients of Gq_n in the outgoing solutions of the right lead. The flux amplitude is t_mn = √(w_m/w_n) τ_mn. Decaying parts carry no current, so (11) and then (13) give

Σ_mn |t_mn|² = Σ_n q_n†G†Γ_R G q_n/w_n = Tr[Γ_R G Γ_L G†].  (14)

This is the Caroli formula. It needs no inverse of B and no completeness of eigenvectors.

**A two-leg ladder**

The model layer has two planes, each with orbitals s1, s2 and d, so N = 6. All parameters are round model values. The s orbitals have C = 0, Δ = 1 eV, γ = 0.1; d has C = 1 eV, Δ = 0.2 eV, γ = 0. The elements of S are −1 along the legs, −0.6 on the rungs and 0.4 between s1 and d. The d orbitals couple to each other, by 0.5, across layer boundaries but not inside a layer.

At E = 0.3 eV, P_s = 0.3/1.03 = 0.291. First ignore d. With κ the phase per plane, the rung combinations obey P_s = ∓0.6 − 2 cos κ. The upper sign gives cos κ = −0.446, κ = 2.033; the lower gives cos κ = 0.154, κ = 1.416. A layer contains two planes, so k = 2κ, or −2.218 (after subtracting 2π) and 2.832. The full calculation gives −2.189 and 2.854; the differences are the effect of d. Both modes move right, with w = 0.902 and 1.014 eV, although their k have opposite signs. Velocity, not the sign of k, must sort them. For d = 5×10⁻⁸ cm, v = wd/ħ is 6.85×10⁷ and 7.70×10⁷ cm/s.

The hopping has rank 3, so B† has three null vectors, yet λ = 0 has four roots. The reason is the missing d bond inside a layer. Since F² = g_R B†g_R B†, a second step outward must pass through the block of g_R between the two planes. That block has the rank of the coupling between the planes, which is 2. Indeed F has rank 3 and F² rank 2. The four zero roots and two propagating modes make up N = 6.

Using the five eigenvectors with a pseudoinverse gives a largest element error of 0.168 in Σ_R. For comparison, the correct s1 diagonal element in the plane next to the lead is 0.164 − 0.947i. These self-energies are dimensionless, like P. The d element, −0.0709 − 0.0031i, is close to the isolated-partner value S_dd²/P_d = 0.25/(−3.5) = −0.0714, as in the hand example.

At −1.8 eV one rung combination is evanescent. Without d, P_s = −1.8/0.82 = −2.195 and cos κ = 1.398, so the decay per layer is (1.398 − √(1.398² − 1))² ≈ 0.177. The full value is 0.178.

Now raise both s1 levels by 1 eV in the middle of three device layers:

E = −1.8 eV: 1 channel, T = 0.554, R = 0.446
E = 0.3 eV: 2 channels, T = 1.834, R = 0.166
E = 2.2 eV: 1 channel, T = 0.903, R = 0.097

T is the sum over channels, so it may exceed 1; T + R equals the number of channels. The raised level changes P_s by −1.69 at −1.8 eV and by −0.73 at 2.2 eV. At 0.3 eV the change is −1.04, yet the reflection per channel there, 0.083, is smaller than the 0.097 at 2.2 eV. The size of the perturbation alone therefore does not order these results. At 0.3 eV the zero-temperature linear conductance for both spins is (2e²/h)T = 142 μS.

In the numerical output, "matching" means solving for device and mode amplitudes together, without a self-energy. It agreed with the trace within 10⁻⁸ here and for two unequal random leads with rank-two hopping. The self-energies also agreed, element by element within 10⁻⁵(1 + |Σ_ij|), with layer doubling at E + iη, an independent construction.

In practice, roots count as propagating when |λ| lies within a tolerance of 1, here 10⁻⁶. Very close to a band edge slow decay and propagation become hard to tell apart. The check that N outgoing solutions were found can fail there. The smallest singular value of Z₂ serves another purpose: away from band edges it is zero only at a bound state of the cut lead. A small but non-zero value is less specific. A surface resonance inside a band can cause it, and so can a nearby band edge, for example at one edge of the gap in a chain with equal bonds and alternating site levels.

Computed results

```
s: C = 0.0 eV, Delta = 1.0 eV, gamma = 0.1
d: C = 1.0 eV, Delta = 0.2 eV, gamma = 0.0
S leg, rung, s1-d, d-d = -1.0, -0.6, 0.4, 0.5
layer spacing = 5.0e-08 cm; s1 level shift = 1.0 eV
N = 6, rank B = 3; energy of mode data = 0.3 eV
roots at lam=0: 4; eigenvectors there: 3
rank F = 3, rank F^2 = 2
mode 1: phase k = 2.85429 rad per layer
  hbar v/d = 1.013687 eV; band slope = 1.013687 eV
  velocity = 7.7003e+07 cm/s
mode 2: phase k = -2.18941 rad per layer
  hbar v/d = 0.902279 eV; band slope = 0.902279 eV
  velocity = 6.8540e+07 cm/s
Sigma_R(s1,s1) = 0.164153 -0.946944 i
Sigma_R(s2,s2) = 0.159330 -0.941103 i
Sigma_R(d,d) = -0.070893 -0.003092 i
eigenvector-only error in Sigma_R = 0.168282
decaying nonzero |lam| at -1.8 eV: [0.17844]
end-state test, smallest singular value: 0.0e+00
  without end state: 0.8944
random leads: incoming channels = 1
  T matching = 0.48573326, T trace = 0.48573326
ladder: E (eV), channels, T matching, T trace, R
   -1.8  1  0.55425492  0.55425492  0.44574508
    0.3  2  1.83377737  1.83377737  0.16622263
    2.2  1  0.90339425  0.90339425  0.09660575
conductance at 0.3 eV, both spins = 142.0828 microsiemens
```
